# Sampling cosine-weighted vapour arrival directions at a growing surface: verification in Python

```python
"""Cosine-weighted arrival directions of vapour at a surface.

Result under test: for an isotropic vapour the arrival directions follow
p dOmega = cos(theta) dOmega / pi, and are sampled by sin(theta)^2 = u,
phi = 2 pi v, with u, v uniform on (0,1). Then <cos^n> = <sin^n> = 2/(n+2).
theta: angle from the surface normal; phi: azimuth; s: sticking probability;
A: trench depth / width; lambda: mean free path; a: anisotropy, with incoming
intensity proportional to 1 + a cos(theta).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import kstest
from pyscf.data.elements import MASSES

rng = np.random.default_rng(20240)


def cosine_directions(n):
    """Unit vectors (x, y, z), z along the normal, cosine-weighted."""
    u, phi = rng.random(n), 2 * np.pi * rng.random(n)
    sine = np.sqrt(u)
    return sine * np.cos(phi), sine * np.sin(phi), np.sqrt(1 - u)


def solid_angle_directions(n):
    """The wrong recipe for arrivals: uniform in solid angle."""
    cosine, phi = 1 - rng.random(n), 2 * np.pi * rng.random(n)
    sine = np.sqrt(1 - cosine**2)
    return sine * np.cos(phi), sine * np.sin(phi), cosine


# --- Free flight of a Maxwell gas onto the plane z = 0 (thermal speed 1) ---
n_gas, box_height, flight_time = 3_000_000, 6.0, 1.0
height = box_height * rng.random(n_gas)
velocity = rng.standard_normal((3, n_gas))
crossed = height + velocity[2] * flight_time < 0
v_hit = velocity[:, crossed]
speed = np.sqrt((v_hit**2).sum(axis=0))
sin2_hit = (v_hit[0]**2 + v_hit[1]**2) / speed**2
n_hit = sin2_hit.size
expected_hits = n_gas / box_height * flight_time / np.sqrt(2 * np.pi)
assert abs(n_hit - expected_hits) < 5 * np.sqrt(expected_hits)
assert kstest(sin2_hit, "uniform").pvalue > 1e-5
speed_angle_corr = np.corrcoef(speed, sin2_hit)[0, 1]
assert abs(speed_angle_corr) < 5 / np.sqrt(n_hit)
# In the gas volume itself sin^2 is not uniform: the flux weight matters.
v_bulk = velocity[:, :100_000]
sin2_bulk = (v_bulk[0]**2 + v_bulk[1]**2) / (v_bulk**2).sum(axis=0)
assert kstest(sin2_bulk, "uniform").pvalue < 1e-10
del height, velocity

# --- Angular moments: solid-angle quadrature, formula and sampler ---
n_samples = 1_000_000
nx, ny, nz = cosine_directions(n_samples)
sin_theta = np.sqrt(nx**2 + ny**2)
norm = quad(lambda t: np.cos(t) * np.sin(t), 0, np.pi / 2)[0]
moment_rows = []
for n in range(1, 5):
    formula = 2 / (n + 2)
    cos_int = quad(lambda t: np.cos(t)**(n + 1) * np.sin(t), 0, np.pi / 2)[0]
    sin_int = quad(lambda t: np.cos(t) * np.sin(t)**(n + 1), 0, np.pi / 2)[0]
    assert abs(cos_int / norm - formula) < 1e-10
    assert abs(sin_int / norm - formula) < 1e-10
    error = np.sqrt((2 / (2 * n + 2) - formula**2) / n_samples)
    cos_mean, sin_mean = np.mean(nz**n), np.mean(sin_theta**n)
    assert abs(cos_mean - formula) < 5 * error
    assert abs(sin_mean - formula) < 5 * error
    moment_rows.append((n, formula, cos_mean, sin_mean, error))
vectors = np.array([nx, ny, nz])
tensor = vectors @ vectors.T / n_samples
assert np.allclose(tensor, np.diag([0.25, 0.25, 0.5]), atol=0.003)
assert np.all(np.abs(vectors[:2].mean(axis=1)) < 0.003)
wrong_mean_cos = solid_angle_directions(n_samples)[2].mean()
assert abs(wrong_mean_cos - 0.5) < 0.002
sin_projected = nx / np.sqrt(nx**2 + nz**2)
assert kstest((sin_projected + 1) / 2, "uniform").pvalue > 1e-5


# --- Ray tracing in a long trench of unit width ---
def trench_hits(n, aspect, stickings, sampler):
    """Floor and wall hits per molecule entering the mouth, for each s."""
    keep = 1 - np.array(stickings, dtype=float)
    floor_hits, wall_hits = np.zeros(keep.size), np.zeros(keep.size)
    x, z = rng.random(n), np.full(n, float(aspect))
    dx, _, normal = sampler(n)
    dz = -normal
    bounces = 0
    while x.size:
        to_wall = np.where(dx > 0, 1 - x, -x) / dx
        to_end = np.where(dz > 0, aspect - z, -z) / dz
        wall = to_wall < to_end
        floor = ~wall & (dz < 0)
        weight = keep**bounces
        floor_hits += weight * floor.sum()
        wall_hits += weight * wall.sum()
        x_new = np.where(wall, np.where(dx > 0, 1.0, 0.0), x + dx * to_end)
        z_new = np.where(wall, z + dz * to_wall, 0.0)
        inside = wall | floor
        x, z, on_wall = x_new[inside], z_new[inside], wall[inside]
        inward = -np.sign(dx[inside])
        tangent, _, normal = sampler(x.size)
        dx = np.where(on_wall, inward * normal, tangent)
        dz = np.where(on_wall, tangent, normal)
        bounces += 1
    return floor_hits / n, wall_hits / n


width_nm, depth_nm, sticking = 200.0, 400.0, 1e-3
aspect = depth_nm / width_nm
s_list = [0.0, sticking, 0.1, 1.0]
floor, wall = trench_hits(400_000, aspect, s_list, cosine_directions)
direct_formula = np.sqrt(1 + aspect**2) - aspect
assert abs(floor[3] - direct_formula) < 0.004
assert abs(floor[0] - 1) < 0.02
assert abs(wall[0] - 2 * aspect) < 0.08
floor_bad, wall_bad = trench_hits(200_000, aspect, [0.0],
                                  solid_angle_directions)
assert abs(floor_bad[0] - 1) < 0.03        # mirror symmetry hides the error
assert abs(wall_bad[0] - 2 * aspect) > 0.3  # the walls reveal it

# --- Uniform coaxial source disc: a narrow beam, not a cosine law ---
disc_radius_cm, disc_distance_cm = 1.0, 20.0


def disc_weight(r, power):
    d2 = r**2 + disc_distance_cm**2
    cosine = disc_distance_cm / np.sqrt(d2)
    return r * cosine**(2 + power) / d2


beam_mean = (quad(disc_weight, 0, disc_radius_cm, args=(1,))[0]
             / quad(disc_weight, 0, disc_radius_cm, args=(0,))[0])
c = disc_distance_cm / np.hypot(disc_radius_cm, disc_distance_cm)
beam_formula = 2 / 3 * (1 - c**3) / (1 - c**2)
assert abs(beam_mean - beam_formula) < 1e-9


# --- Random flights with collisions above a sticking surface ---
def collisional_mean_cos(s, n, depth=5.0):
    """Mean cos(theta) of arrivals; lengths in mean free paths."""
    z = np.full(n, depth)
    mu = -cosine_directions(n)[2]
    total, count = 0.0, 0
    while z.size:
        z = z + mu * rng.exponential(size=z.size)
        hit = z < 0
        total -= mu[hit].sum()
        count += hit.sum()
        alive = (z < depth) & ~(hit & (rng.random(z.size) < s))
        z, hit = z[alive], hit[alive]
        mu = np.where(hit, cosine_directions(z.size)[2],
                      2 * rng.random(z.size) - 1)
        z = np.where(hit, 0.0, z)
    return total / count


collision_rows = []
for s in (0.5, 1.0):
    simulated, estimate = collisional_mean_cos(s, 500_000), 2 / 3 + s / 24
    a = 3 * s / (4 - 2 * s)
    intensity_mean = (quad(lambda m: m**2 * (1 + a * m), 0, 1)[0]
                      / quad(lambda m: m * (1 + a * m), 0, 1)[0])
    assert abs(intensity_mean - estimate) < 1e-10
    # 0.006 allows for the linear-profile approximation and sampling noise.
    assert abs(simulated - estimate) < 0.006
    collision_rows.append((s, a, estimate, simulated))

# --- Worked example: silane at low pressure ---
pressure_torr, temperature, diameter_nm, lattice_nm = 0.1, 1000.0, 0.5, 0.543
pressure = pressure_torr * const.torr
mass_u = MASSES[14] + 4 * MASSES[1]
mass = mass_u * const.atomic_mass
kT = const.k * temperature
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
growth = sticking * flux * (lattice_nm * 1e-9)**3 / 8
mfp = kT / (np.sqrt(2) * np.pi * (diameter_nm * 1e-9)**2 * pressure)
anisotropy = 3 * sticking / (4 - 2 * sticking)
cool_temperature = 800.0
cool_ratio = np.sqrt(temperature / cool_temperature)
floor_ratio = floor / floor[0]

print("FREE FLIGHT OF A MAXWELL GAS")
print(f"arrivals counted / expected: {n_hit} / {expected_hits:.0f}")
print(f"mean sin^2 of arrivals: {sin2_hit.mean():.4f}")
print(f"mean sin^2 in gas volume: {sin2_bulk.mean():.4f}")
print(f"speed-angle correlation: {speed_angle_corr:.4f}")
print("SAMPLER: u -> theta (degrees)")
for u in (0.10, 0.25, 0.50, 0.90):
    print(f"u = {u:.2f}: theta = {np.degrees(np.arcsin(np.sqrt(u))):.2f}")
print(f"MOMENTS, {n_samples} samples: n, 2/(n+2), <cos^n>, <sin^n>, std error")
for n, formula, cm, sm, err in moment_rows:
    print(f"{n}  {formula:.5f}  {cm:.5f}  {sm:.5f}  {err:.5f}")
print("sampled <nx^2>, <ny^2>, <nz^2>:",
      " ".join(f"{value:.4f}" for value in np.diag(tensor)))
print(f"largest off-diagonal |<ni nj>|: "
      f"{np.max(np.abs(tensor - np.diag(np.diag(tensor)))):.5f}")
print(f"<cos> with wrong recipe cos = u: {wrong_mean_cos:.4f}")
print("SILANE EXAMPLE, INPUTS")
print(f"pressure: {pressure_torr} Torr; temperature: {temperature:.0f} K")
print(f"molecular mass: {mass_u:.2f} u; diameter: {diameter_nm} nm")
print(f"sticking: {sticking}; Si lattice constant: {lattice_nm} nm")
print(f"trench width: {width_nm:.0f} nm; depth: {depth_nm:.0f} nm")
print("SILANE EXAMPLE, RESULTS")
print(f"impingement flux: {flux * 1e-4:.3e} cm^-2 s^-1")
print(f"growth rate, open surface: {growth * 1e9:.2f} nm/s"
      f" = {growth * 60e9:.0f} nm/min")
print(f"mean free path: {mfp * 1e3:.2f} mm")
print(f"direct floor fraction, formula: {direct_formula:.4f}")
print(f"direct floor fraction, ray tracing: {floor[3]:.4f}")
print("RE-EMISSION IN THE TRENCH")
print(f"s = 0, floor hits per entry: {floor[0]:.3f} (equilibrium 1)")
print(f"s = 0, wall hits per entry: {wall[0]:.3f}"
      f" (equilibrium {2 * aspect:.0f})")
print(f"wrong recipe, floor and wall hits: {floor_bad[0]:.3f},"
      f" {wall_bad[0]:.3f}")
for s, ratio in zip(s_list[1:3], floor_ratio[1:3]):
    print(f"s = {s}: floor flux / open-surface flux = {ratio:.4f}")
print(f"floor flux, s = {sticking}, over direct part alone:"
      f" {floor_ratio[1] / direct_formula:.2f}")
print("OTHER NEGLECTED EFFECTS")
print(f"trench depth / mean free path: {depth_nm * 1e-9 / mfp:.2e}")
print(f"anisotropy a at s = {sticking}: {anisotropy:.2e}")
print(f"shift of <cos> at s = {sticking}: {sticking / 24:.2e}")
print(f"flux factor if gas is at {cool_temperature:.0f} K: {cool_ratio:.3f}")
print("COLLISIONAL GAS: s, a, <cos> estimate, <cos> simulated")
for s, a, estimate, simulated in collision_rows:
    print(f"{s:.1f}  {a:.3f}  {estimate:.4f}  {simulated:.4f}")
print("SMALL SOURCE FOR CONTRAST")
print(f"disc radius: {disc_radius_cm} cm; distance: {disc_distance_cm} cm")
print(f"largest angle: {np.degrees(np.arccos(c)):.2f} degrees;"
      f" <cos>: {beam_mean:.5f}")
print("tests ok")
```

Running it gives:

```
FREE FLIGHT OF A MAXWELL GAS
arrivals counted / expected: 199106 / 199471
mean sin^2 of arrivals: 0.4987
mean sin^2 in gas volume: 0.6669
speed-angle correlation: -0.0007
SAMPLER: u -> theta (degrees)
u = 0.10: theta = 18.43
u = 0.25: theta = 30.00
u = 0.50: theta = 45.00
u = 0.90: theta = 71.57
MOMENTS, 1000000 samples: n, 2/(n+2), <cos^n>, <sin^n>, std error
1  0.66667  0.66684  0.66661  0.00024
2  0.50000  0.50015  0.49985  0.00029
3  0.40000  0.40010  0.39978  0.00030
4  0.33333  0.33338  0.33308  0.00030
sampled <nx^2>, <ny^2>, <nz^2>: 0.2498 0.2500 0.5002
largest off-diagonal |<ni nj>|: 0.00014
<cos> with wrong recipe cos = u: 0.4998
SILANE EXAMPLE, INPUTS
pressure: 0.1 Torr; temperature: 1000 K
molecular mass: 32.12 u; diameter: 0.5 nm
sticking: 0.001; Si lattice constant: 0.543 nm
trench width: 200 nm; depth: 400 nm
SILANE EXAMPLE, RESULTS
impingement flux: 1.960e+19 cm^-2 s^-1
growth rate, open surface: 3.92 nm/s = 235 nm/min
mean free path: 0.93 mm
direct floor fraction, formula: 0.2361
direct floor fraction, ray tracing: 0.2352
RE-EMISSION IN THE TRENCH
s = 0, floor hits per entry: 1.000 (equilibrium 1)
s = 0, wall hits per entry: 4.010 (equilibrium 4)
wrong recipe, floor and wall hits: 1.011, 3.013
s = 0.001: floor flux / open-surface flux = 0.9955
s = 0.1: floor flux / open-surface flux = 0.6906
floor flux, s = 0.001, over direct part alone: 4.22
OTHER NEGLECTED EFFECTS
trench depth / mean free path: 4.29e-04
anisotropy a at s = 0.001: 7.50e-04
shift of <cos> at s = 0.001: 4.17e-05
flux factor if gas is at 800 K: 1.118
COLLISIONAL GAS: s, a, <cos> estimate, <cos> simulated
0.5  0.500  0.6875  0.6874
1.0  1.500  0.7083  0.7096
SMALL SOURCE FOR CONTRAST
disc radius: 1.0 cm; distance: 20.0 cm
largest angle: 2.86 degrees; <cos>: 0.99938
tests ok
```
